# Positive Definiteness of the Shifted Sternheimer Operator in an Insulator: verification in Python

```python
"""Result under test: for an insulator the shifted Sternheimer operator
    A = H(k') - e_v(k) + alpha * P(k')
has lowest eigenvalue min(Eg, alpha - W) over all occupied v and all k, k',
and the solution of A x = -(1-P) V v lies in the conduction space and does
not depend on alpha.
H: one-electron Hamiltonian, P: projector on its occupied states,
W: occupied bandwidth, Eg: fundamental gap, V: perturbation.
Model: spinless 1D crystal, H = p^2/2 + 2 V1 cos(Gx) + 2 V2 cos(2Gx).
Hartree atomic units. Perturbation: 2 lambda cos(qx).
"""
import numpy as np

a_cell = 4.0
V1, V2 = -0.2, 0.3
n_occ = 2
n_cells = 12
q_index = 3
n_max = 10
alpha = 2.0
G = 2 * np.pi / a_cell
dk = G / n_cells
q = q_index * dk
orders = np.arange(-n_max, n_max + 1)
size = len(orders)
identity = np.eye(size)


def hamiltonian(k):
    h = np.diag(0.5 * (k + G * orders) ** 2)
    for shift, v in ((1, V1), (2, V2)):
        h += v * (np.eye(size, k=shift) + np.eye(size, k=-shift))
    return h


def solve_bands(k):
    h = hamiltonian(k)
    e, u = np.linalg.eigh(h)
    return h, e, u, u[:, :n_occ] @ u[:, :n_occ].T


grid = np.arange(-n_cells // 2, n_cells // 2)
bands = {j: solve_bands(j * dk)
         for j in range(grid[0] - q_index, grid[-1] + q_index + 1)}
e_grid = np.array([bands[j][1] for j in grid])
e_bottom = e_grid[:, :n_occ].min()
e_top = e_grid[:, :n_occ].max()
e_cond = e_grid[:, n_occ:].min()
W, Eg = e_top - e_bottom, e_cond - e_top
assert Eg > 0 and alpha > W + Eg


def lowest_eigenvalue(shift, pairs):
    """Direct diagonalization of A for every occupied v and pair (k, k')."""
    low = np.inf
    for j, jp in pairs:
        h, _, _, p = bands[jp]
        for ev in bands[j][1][:n_occ]:
            low = min(low, np.linalg.eigvalsh(
                h - ev * identity + shift * p)[0])
    return low


# Positive definiteness: below, just above, and well above the threshold
all_pairs = [(j, jp) for j in grid for jp in grid]
scan = []
for shift in (0.5 * W, W + 0.05, W + Eg, alpha):
    low = lowest_eigenvalue(shift, all_pairs)
    assert abs(low - min(Eg, shift - W)) < 1e-10
    scan.append((shift, low))

# For one fixed q a smaller shift can be enough
q_pairs = [(j, j + q_index) for j in grid]
W_q = max(bands[j][1][n_occ - 1] - bands[jp][1][0] for j, jp in q_pairs)
low_q = lowest_eigenvalue(W_q + 0.01, q_pairs)
assert W_q + 0.01 < W and abs(low_q - 0.01) < 1e-10
low_all = lowest_eigenvalue(W_q + 0.01, all_pairs)
assert low_all < 0

# One equation in detail: top valence state at k = 0, response at k' = q
e_v = bands[0][1][n_occ - 1]
u_v = bands[0][2][:, n_occ - 1]
h_q, e_q, u_q, P = bands[q_index]
Q = identity - P
b = -Q @ u_v


def shifted(shift, projector=P):
    return h_q - e_v * identity + shift * projector


coupling = u_q.T @ u_v
x_sum = -u_q[:, n_occ:] @ (coupling[n_occ:] / (e_q[n_occ:] - e_v))
x = np.linalg.solve(shifted(alpha), b)
deviation = 0.0
for shift in (1.1 * W, alpha, 2 * alpha, 10 * alpha):
    trial = np.linalg.solve(shifted(shift), b)
    deviation = max(deviation, np.linalg.norm(trial - x_sum))
    assert np.linalg.norm(P @ trial) < 1e-11
assert deviation < 1e-11

# Unprojected right side: the occupied part depends on the shift
occupied_norm = []
for shift in (alpha, 2 * alpha):
    full = np.linalg.solve(shifted(shift), -u_v)
    assert np.linalg.norm(Q @ full - x_sum) < 1e-11
    expected = -coupling[:n_occ] / (e_q[:n_occ] - e_v + shift)
    assert np.allclose(u_q[:, :n_occ].T @ full, expected, atol=1e-11)
    occupied_norm.append(np.linalg.norm(P @ full))
assert occupied_norm[0] - occupied_norm[1] > 1e-3

# An inexact projector (top occupied state rotated) spoils independence
angle = 0.01
wrong = u_q[:, :n_occ].copy()
wrong[:, -1] = (np.cos(angle) * u_q[:, n_occ - 1]
                + np.sin(angle) * u_q[:, n_occ])
P_wrong = wrong @ wrong.T
b_wrong = -(identity - P_wrong) @ u_v
x_wrong = [np.linalg.solve(shifted(s, P_wrong), b_wrong)
           for s in (alpha, 2 * alpha)]
wrong_change = np.linalg.norm(x_wrong[0] - x_wrong[1])
assert wrong_change > 1e-5


def conjugate_gradient(A, rhs, precond, max_steps, tol):
    """Return solution, steps used and smallest curvature p.A.p / p.p."""
    sol, r = np.zeros_like(rhs), rhs.copy()
    z = precond * r
    p, curvature = z.copy(), np.inf
    for step in range(1, max_steps + 1):
        Ap = A @ p
        pAp = p @ Ap
        curvature = min(curvature, pAp / (p @ p))
        rz = r @ z
        sol = sol + rz / pAp * p
        r = r - rz / pAp * Ap
        if np.linalg.norm(r) < tol * np.linalg.norm(rhs):
            break
        z = precond * r
        p = z + (r @ z) / rz * p
    return sol, step, curvature


plain = np.ones(size)
kinetic = 1 / (1 + 0.5 * (q + G * orders) ** 2)
cg_0, _, curv_plain_0 = conjugate_gradient(shifted(0), b, plain, 8, 0)
cg_a, _, curv_plain_a = conjugate_gradient(shifted(alpha), b, plain, 8, 0)
cg_difference = np.linalg.norm(cg_0 - cg_a)
assert cg_difference < 1e-9 and min(curv_plain_0, curv_plain_a) > 0
leak = np.linalg.norm(P @ (kinetic * b)) / np.linalg.norm(kinetic * b)
assert leak > 1e-3
pcg, pcg_steps, curv_a = conjugate_gradient(
    shifted(alpha), b, kinetic, 60, 1e-11)
_, _, curv_0 = conjugate_gradient(shifted(0), b, kinetic, 60, 1e-11)
pcg_error = np.linalg.norm(pcg - x_sum)
assert pcg_error < 1e-8 and curv_a > 0 and curv_0 < 0

# Second-order energy of the filled bands from Sternheimer solutions
E2 = 0.0
for j in grid:
    for sign in (1, -1):
        h, _, _, p = bands[j + sign * q_index]
        for v in range(n_occ):
            state = bands[j][2][:, v]
            A = h - bands[j][1][v] * identity + alpha * p
            E2 += state @ np.linalg.solve(A, -(identity - p) @ state)
E2 /= n_cells

# The same coefficient from a supercell at finite perturbation strength
m = np.arange(-n_cells * n_max, n_cells * n_max + 1)


def supercell_energy(strength):
    h = np.diag(0.5 * (dk * m) ** 2)
    for shift, v in ((n_cells, V1), (2 * n_cells, V2), (q_index, strength)):
        h += v * (np.eye(len(m), k=shift) + np.eye(len(m), k=-shift))
    return np.linalg.eigvalsh(h)[:n_occ * n_cells].sum() / n_cells


step = 0.01
E = [supercell_energy(i * step) for i in (-2, -1, 0, 1, 2)]
second = (-E[0] + 16 * E[1] - 30 * E[2] + 16 * E[3] - E[4]) / (12 * step**2)
E2_supercell = second / 2
# tolerance: remaining fourth-order finite-difference error
assert abs(E2_supercell / E2 - 1) < 1e-5

print(f"lattice constant: {a_cell:.1f} bohr")
print(f"potential coefficients V1, V2: {V1:.1f}, {V2:.1f} hartree")
print(f"filled bands: {n_occ}; k points: {n_cells}; plane waves: {size}")
print(f"reciprocal vector G: {G:.4f} 1/bohr; q: {q:.4f} 1/bohr")
print(f"lowest occupied energy: {e_bottom:.5f} hartree")
print(f"highest occupied energy: {e_top:.5f} hartree")
print(f"lowest conduction energy: {e_cond:.5f} hartree")
print(f"occupied bandwidth W: {W:.5f} hartree")
print(f"fundamental gap Eg: {Eg:.5f} hartree")
print(f"W + Eg: {W + Eg:.5f} hartree")
for shift, low in scan:
    print(f"alpha {shift:.5f}: lowest eigenvalue of A {low:.5f} hartree")
print(f"threshold for this q alone: {W_q:.5f} hartree")
print(f"alpha 0.01 above it: lowest, this q {low_q:.5f} hartree")
print(f"same alpha: lowest, all q {low_all:.5f} hartree")
print(f"detailed case, e_v at k=0: {e_v:.5f} hartree")
print(f"chosen alpha: {alpha:.1f} hartree")
for i in range(4):
    kind = "occupied" if i < n_occ else "empty"
    bare = e_q[i] - e_v
    moved = bare + (alpha if i < n_occ else 0)
    print(f"band {i+1} at q ({kind}): energy {e_q[i]:.5f}, "
          f"minus e_v {bare:.5f}, in A {moved:.5f} hartree")
    print(f"  overlap squared with u_v: {coupling[i]**2:.6f}")
print(f"norm of solution x: {np.linalg.norm(x):.6f} 1/hartree")
print(f"overlap <u_v|x>: {u_v @ x:.6f} 1/hartree")
print(f"largest deviation from state sum: {deviation:.1e} 1/hartree")
print(f"unprojected, occupied norm, alpha {alpha:.1f}: "
      f"{occupied_norm[0]:.6f} 1/hartree")
print(f"unprojected, occupied norm, alpha {2*alpha:.1f}: "
      f"{occupied_norm[1]:.6f} 1/hartree")
print(f"projector rotation: {angle:.2f} rad; change of x between "
      f"these alphas: {wrong_change:.2e} 1/hartree")
print(f"plain CG, 8 steps, alpha 0 against {alpha:.1f}: "
      f"difference {cg_difference:.1e} 1/hartree")
print(f"occupied fraction of preconditioned start (norm): {leak:.4f}")
print(f"preconditioned CG, alpha {alpha:.1f}: {pcg_steps} steps, "
      f"error {pcg_error:.1e} 1/hartree")
print(f"smallest curvature, alpha {alpha:.1f}: {curv_a:.4f} hartree")
print(f"smallest curvature, alpha 0: {curv_0:.4f} hartree")
print(f"finite-difference step in lambda: {step:.2f} hartree")
print(f"E2 per cell, Sternheimer: {E2:.7f} 1/hartree")
print(f"E2 per cell, supercell: {E2_supercell:.7f} 1/hartree")
print("every check passed")
```

Printed output:

```
lattice constant: 4.0 bohr
potential coefficients V1, V2: -0.2, 0.3 hartree
filled bands: 2; k points: 12; plane waves: 21
reciprocal vector G: 1.5708 1/bohr; q: 0.3927 1/bohr
lowest occupied energy: -0.08033 hartree
highest occupied energy: 0.91546 hartree
lowest conduction energy: 1.55467 hartree
occupied bandwidth W: 0.99579 hartree
fundamental gap Eg: 0.63921 hartree
W + Eg: 1.63500 hartree
alpha 0.49789: lowest eigenvalue of A -0.49789 hartree
alpha 1.04579: lowest eigenvalue of A 0.05000 hartree
alpha 1.63500: lowest eigenvalue of A 0.63921 hartree
alpha 2.00000: lowest eigenvalue of A 0.63921 hartree
threshold for this q alone: 0.93260 hartree
alpha 0.01 above it: lowest, this q 0.01000 hartree
same alpha: lowest, all q -0.05319 hartree
detailed case, e_v at k=0: 0.91546 hartree
chosen alpha: 2.0 hartree
band 1 at q (occupied): energy -0.01714, minus e_v -0.93260, in A 1.06740 hartree
  overlap squared with u_v: 0.014824
band 2 at q (occupied): energy 0.63150, minus e_v -0.28396, in A 1.71604 hartree
  overlap squared with u_v: 0.715003
band 3 at q (empty): energy 2.00290, minus e_v 1.08744, in A 1.08744 hartree
  overlap squared with u_v: 0.270148
band 4 at q (empty): energy 3.80272, minus e_v 2.88726, in A 2.88726 hartree
  overlap squared with u_v: 0.000001
norm of solution x: 0.477966 1/hartree
overlap <u_v|x>: -0.248430 1/hartree
largest deviation from state sum: 3.7e-15 1/hartree
unprojected, occupied norm, alpha 2.0: 0.505778 1/hartree
unprojected, occupied norm, alpha 4.0: 0.230984 1/hartree
projector rotation: 0.01 rad; change of x between these alphas: 2.02e-03 1/hartree
plain CG, 8 steps, alpha 0 against 2.0: difference 6.4e-16 1/hartree
occupied fraction of preconditioned start (norm): 0.2202
preconditioned CG, alpha 2.0: 11 steps, error 7.4e-15 1/hartree
smallest curvature, alpha 2.0: 1.1197 hartree
smallest curvature, alpha 0: -0.5348 hartree
finite-difference step in lambda: 0.01 hartree
E2 per cell, Sternheimer: -0.2969205 1/hartree
E2 per cell, supercell: -0.2969204 1/hartree
every check passed
```
